Mean time for deposited adatoms to reach the steps bounding a terrace

**Problem**

A crystal surface cut slightly away from a low-index plane consists of flat terraces separated by parallel atomic steps. During vapour deposition, atoms land on a terrace, wander over it as adatoms, and are built into the crystal when they reach a step. Consider one terrace, 0 < x < L, with straight steps at x = 0 and x = L. Atoms land with equal probability at every x.

Assume at first that an adatom is captured when it first touches either step, that the steps stand still during its life, and that it neither desorbs nor meets another adatom. It moves between atomic rows parallel to the steps. The row spacing is b, and the hop rate to each of the two neighbouring rows is k.

(a) Find the equation obeyed by τ(x), the mean time from landing at x to capture, and express it through the diffusion coefficient D for motion across the steps.

(b) Solve it and average over the landing position. How does the discreteness of the rows change the average?

(c) Find the fraction of adatoms still on the terrace at time t after landing, and recover the mean time from it.

(d) For a steady flux F, in atoms per area and time, find the adatom density and the current into each step.

(e) Suppose that entering the step at x = L requires an extra energy E_s. Find the new mean time. Treat also two equally imperfect steps.

(f) Evaluate the results for rough parameters in the regime of silicon growth on Si(111) by molecular beam epitaxy: temperature T = 1000 K, L = 30 nm, hop barrier 1.1 eV, attempt rate 10¹³ s⁻¹, hop length a = 0.384 nm, and flux 0.05 bilayer/s. Take a triangular lattice of adatom sites with steps along a close-packed row. Estimate the effects of unequal terraces, a step barrier of 0.1 eV, encounters, desorption and step motion.

**Solution**

**(a) The equation for the exit time**

An adatom changes row at total rate 2k, so it waits a mean time 1/(2k) before doing so. It then sits at x + b or x − b with equal probability, and its remaining mean time is that of an adatom starting there. Hence

τ(x) = 1/(2k) + ½[τ(x + b) + τ(x − b)].

Multiplying by 2k and collecting terms gives

k[τ(x + b) + τ(x − b) − 2τ(x)] = −1.

Hops along a row do not enter. They leave x unchanged, and τ does not depend on the coordinate along a straight step.

The diffusion coefficient is defined by the spread on an unbounded terrace, ⟨(Δx)²⟩ = 2Dt. In time t there are on average 2kt row changes. Each contributes b² to the mean square displacement, and the cross terms vanish because successive directions are independent. Thus 2Dt = 2kb²t, or

D = kb².

For b much smaller than L, a Taylor expansion gives

τ(x + b) + τ(x − b) − 2τ(x) = b²τ″(x) + terms of order b⁴.

The odd derivatives cancel, and the leading term gives

Dτ″(x) = −1.

An adatom that starts at a step is captured at once, so τ(0) = τ(L) = 0.

For isotropic diffusion in the surface plane, ⟨x²⟩ and ⟨y²⟩ are both 2Dt. The same D therefore satisfies ⟨r²⟩ = 4Dt. For anisotropic diffusion with a principal axis along the steps, D is the coefficient perpendicular to them.

**(b) Solution and average**

Two integrations give

τ(x) = −x²/(2D) + Cx + C′.

The condition τ(0) = 0 requires C′ = 0. The condition τ(L) = 0 then requires C = L/(2D), so that

τ(x) = x(L − x)/(2D).

The largest value is at mid-terrace, τ(L/2) = L²/(8D). Uniform landing has probability density 1/L, so the average is

τ̄ = (1/L) ∫₀ᴸ x(L − x)/(2D) dx
= [1/(2DL)](L³/2 − L³/3)
= [1/(2DL)](L³/6),

**τ̄ = L²/(12D).**

The factor 12 is the product of the 2 from the diffusion equation and the 6 from the average of x(L − x), which is L²/6. The average is two thirds of the mid-terrace value, because many atoms land close to a step. Doubling the terrace width at fixed D makes the mean exit time four times longer.

The correction for discrete rows follows without approximation. Let L = Nb and x = jb. The expression for τ is quadratic in x, so its fourth and higher derivatives vanish, and it also solves the original hopping equation. With D = kb²,

τ_j = j(N − j)/(2k).

The sum over the interior rows is

Σ j(N − j) = N·N(N − 1)/2 − (N − 1)N(2N − 1)/6
= [N(N − 1)/6](3N − 2N + 1)
= N(N² − 1)/6.

A terrace has N rows if one of its two step rows is counted with it. Atoms landing in that step row have zero exit time. Dividing by N and by 2k gives

τ̄_lattice = (N² − 1)/(12k) = [L²/(12D)](1 − 1/N²).

If the average is taken over the N − 1 interior rows instead, division by N − 1 gives N(N + 1)/(12k), which is the continuum value times 1 + 1/N. The size of the correction thus depends on which landings are counted, but both versions tend to L²/(12D) for a wide terrace.

A random walk on the full two-dimensional triangular lattice, with hops along the rows included, tests this result. For N = 20 and 40 000 walkers the mean of Dt/L² was 0.0834 with a standard error of 0.0005. The lattice formula gives 0.0831 and the continuum value is 0.0833. The simulation agrees with both and is not precise enough to separate them.

**(c) The surviving fraction**

Let p(x,t) be the probability density for finding an adatom at x at time t after landing. It obeys

∂p/∂t = D ∂²p/∂x², p(0,t) = p(L,t) = 0, p(x,0) = 1/L.

The functions sin(mπx/L) vanish at both steps, and each decays at the rate m²π²D/L². The coefficient of mode m is

c_m = (2/L) ∫₀ᴸ (1/L) sin(mπx/L) dx = [2/(mπL)][1 − cos(mπ)].

This is 4/(mπL) for odd m and zero for even m. The integral of an odd mode over the terrace is 2L/(mπ), so the surviving fraction is

S(t) = Σ_(m odd) [8/(π²m²)] exp(−m²π²Dt/L²).

The probability of capture between t and t + dt is −(dS/dt)dt. Integration by parts gives

τ̄ = −∫₀^∞ t (dS/dt) dt = ∫₀^∞ S(t) dt,

since tS vanishes at both limits. Integrating term by term,

τ̄ = (8L²/(π⁴D)) Σ_(m odd) 1/m⁴.

The sum follows from the cosine series of |u| on −π < u < π,

|u| = π/2 − (4/π) Σ_(m odd) cos(mu)/m².

The mean of the square of the left side is π²/3. On the right, the constant contributes π²/4, each cosine squared has mean ½, and products of different terms average to zero. Therefore

π²/3 = π²/4 + (8/π²) Σ_(m odd) 1/m⁴,

so the sum is π⁴/96. This gives τ̄ = 8L²/(96D) = L²/(12D), in agreement with part (b).

The m = 1 mode carries a weight 8/π², about 0.81, and decays with the time constant L²/(π²D), which is 12/π² ≈ 1.22 times τ̄. The remaining modes decay at least nine times faster. They describe the early loss of atoms that landed near a step. At t = τ̄ the surviving fraction is 0.36, so τ̄ is the mean of a broad distribution and not a time by which nearly all adatoms have left.

**(d) Density and current under steady deposition**

In the steady state, the atoms arriving on a small strip balance the net outflow by diffusion:

Dn″(x) = −F, n(0) = n(L) = 0.

This is the equation for τ multiplied by F, with the same boundary conditions. Hence

n(x) = Fτ(x) = Fx(L − x)/(2D),
n̄ = Fτ̄ = FL²/(12D).

The second line has a direct meaning: the mean number present is the arrival rate times the mean time each atom stays. Setting n = 0 at a step neglects the adatoms that the step itself emits. The result is therefore the density due to deposition. If both steps sustain the same equilibrium density n_eq, that constant is added to n(x), and the net currents are unchanged.

The current per unit length into the left step is Dn′(0). Since n′(x) = F(L − 2x)/(2D),

J_left = Dn′(0) = FL/2,
J_right = −Dn′(L) = FL/2.

The minus sign appears because the right step receives atoms moving towards larger x. The two currents add up to FL, the number deposited per unit step length and time.

**(e) Steps that do not capture at first contact**

Let the hop rate from the last row, j = N − 1, into the step at x = L be sk, where s = exp(−E_s/k_BT). The balance for that row is

k(τ_(N−2) − τ_(N−1)) − skτ_(N−1) = −1.

It can be written like the equation for any other row by introducing an auxiliary value τ_N:

k(τ_(N−2) + τ_N − 2τ_(N−1)) = −1.

Subtracting the first equation from the second gives

τ_N − τ_(N−1) = −sτ_(N−1), or τ_N = (1 − s)τ_(N−1).

Expressing the right side of the first relation through τ_N and dividing by b,

(τ_N − τ_(N−1))/b = −τ_N s/[b(1 − s)].

For b much smaller than L the left side is the slope at the step. The boundary condition is then

τ′(L) = −τ(L)/ℓ, with ℓ = b(1 − s)/s = b[exp(E_s/k_BT) − 1].

The length ℓ measures the resistance of the step: it is the extra width of terrace that would resist the flow equally. With τ(0) = 0 the solution is still −x²/(2D) + Cx, and the new condition reads

ℓ(C − L/D) = −CL + L²/(2D).

Collecting C gives C(L + ℓ) = L²/(2D) + ℓL/D, so

C = L(L + 2ℓ)/[2D(L + ℓ)].

The average of the solution over the terrace is −L²/(6D) + CL/2. Therefore

τ̄ = [L²/(12D)][−2 + 3(L + 2ℓ)/(L + ℓ)]
= [L²/(12D)](L + 4ℓ)/(L + ℓ).

For ℓ = 0 the earlier result returns. For ℓ much larger than L the right step captures hardly any adatoms, and τ̄ tends to L²/(3D). This is the value for a terrace of width 2L with two absorbing steps, (2L)²/(12D), as reflection symmetry about its centre requires.

If both steps have the same resistance length ℓ, symmetry suggests adding a constant c to the solution of part (b). At the left step the condition is τ′(0) = τ(0)/ℓ. Since τ′(0) = L/(2D) and τ(0) = c,

c = ℓL/(2D), τ̄ = L²/(12D) + ℓL/(2D) = [L²/(12D)](1 + 6ℓ/L).

When ℓ is much larger than L, the exit time is proportional to L and not to L². Capture at the steps, not diffusion, then sets the time.

**(f) Numbers for the silicon example**

*Diffusion coefficient.* Let Γ be the total hop rate over the six directions. Two of these run along a row, two lead to one neighbouring row and two to the other. Thus k = Γ/3, b = a√3/2 = 0.333 nm, and

D = kb² = (Γ/3)(3a²/4) = Γa²/4.

With k_BT = 0.08617 eV,

Γ = 10¹³ s⁻¹ × exp(−1.1/0.08617) ≈ 2.86 × 10⁷ s⁻¹,
D ≈ 1.05 × 10⁶ nm²/s = 1.05 × 10⁻⁸ cm²/s.

*Exit times.* The mean time is

τ̄ = (30 nm)²/(12 × 1.054 × 10⁶ nm²/s) ≈ 71 μs.

An atom landing 5 nm from a step needs on average 5 × 25/(2D) ≈ 59 μs, while one landing at mid-terrace needs 107 μs. The slowest decay time is 87 μs.

*Density.* A surface cell has area a²√3/2, and a bilayer contains two atoms per cell. The flux is therefore

F = 0.05 s⁻¹ × 2/(a²√3/2) ≈ 0.783 nm⁻² s⁻¹.

The mean density is Fτ̄ ≈ 5.6 × 10⁻⁵ nm⁻², or 3.6 × 10⁻⁶ of a bilayer. Each step receives FL/2 ≈ 11.7 atoms per nm and second from this terrace.

*Unequal terraces.* A wide terrace collects more atoms, in proportion to its width, and also holds them longer. The average over all deposited atoms is

τ̄ = ⟨L · L²/(12D)⟩/⟨L⟩ = ⟨L³⟩/(12D⟨L⟩).

Write L = L₀(1 + u), where L₀ is the mean width. For a symmetric distribution ⟨u⟩ = ⟨u³⟩ = 0, and with ⟨u²⟩ = w²,

⟨L³⟩ = L₀³(1 + 3w²), τ̄ = [L₀²/(12D)](1 + 3w²).

An assumed relative standard deviation w = 0.3 gives a factor 1.27, and the mean time rises from 71 to about 90 μs.

*Step barrier.* For E_s = 0.1 eV at one step, exp(E_s/k_BT) = 3.19 and ℓ = 0.333 nm × 2.19 ≈ 0.73 nm. The factor (L + 4ℓ)/(L + ℓ) is 1.07.

*Encounters.* The relative motion of two independent adatoms has diffusion coefficient 2D. An adatom at x therefore meets others at a rate estimated as 2σDn(x), where σ is a dimensionless capture number, taken here as 2. This treats the density around an adatom as undisturbed apart from the factor σ. Per unit step length, the encounters suffered by all adatoms, divided by the landings FL, give the expected number per adatom:

M = [2σD/(FL)] ∫₀ᴸ n² dx.

From part (d),

∫₀ᴸ n² dx = [F²/(4D²)] ∫₀ᴸ x²(L − x)² dx
= [F²/(4D²)] L⁵(1/3 − 1/2 + 1/5)
= F²L⁵/(120D²),

M = σFL⁴/(60D) ≈ 0.02.

With σ = 2 this is about one deposited adatom in fifty. The figure is proportional to the assumed σ, which depends on what counts as a meeting: for independent walkers on this lattice and terrace the effective value is about 1.1 if they must reach the same site and about 1.7 if neighbouring sites suffice, giving M between 0.011 and 0.017. Either way, encounters between deposited adatoms are rare. Adatoms emitted by the steps, left out in part (d), add about 2σDn_eqτ̄ = σn_eqL²/6 encounters per deposited adatom. This exceeds M once n_eq is above about 7 × 10⁻⁵ nm⁻², or 4 × 10⁻⁶ of a bilayer, and reaches one at about 2 × 10⁻⁴ of a bilayer. The equilibrium density is not calculated here, so a small M alone does not show that adatoms on a real surface move independently. M itself grows as the fourth power of L: at fixed F, D and σ, a terrace three times wider would give M = 81 × 0.02 ≈ 1.6. The estimate has then left its range of validity, and encounters, possibly followed by island formation, can no longer be ignored.

*Desorption and step motion.* With an assumed desorption energy of 3 eV and the same attempt rate, the desorption time is about 130 s. To first order, the fraction lost is τ̄ divided by this time, about 5 × 10⁻⁷. In a train of equal terraces each step collects FL atoms per length and time, and advances by a fraction 0.05 s⁻¹ × τ̄ ≈ 3.6 × 10⁻⁶ of L during one mean exit time. This equals the adatom coverage in bilayers, since both are the flux in bilayers per second times τ̄. Treating the steps as fixed is well justified.

*Row discreteness.* With L/b ≈ 90, the correction is about 1 part in 10⁴ if the step row is counted, or about 1 per cent if landings on it are excluded. These figures hold for the assumed row spacing; if a 7 × 7 cell set the length of a step across the terrace, N would be about 13 and the two corrections about 0.6 and 8 per cent.

*The real surface.* With evenly spaced single steps of height 0.31 nm, a 30 nm terrace corresponds to a miscut of 0.6°. A real vicinal surface may instead form multiple-height steps or step bunches; triple steps at the same miscut would leave terraces of 90 nm, with exit times nine times longer and M ≈ 1.6. The flux corresponds to a growth rate near 0.016 nm/s. At 1000 K the Si(111) surface is reconstructed, with a large unit cell containing inequivalent sites, so a single hop barrier on a triangular lattice is an effective description. Its threefold symmetry still makes long-range diffusion isotropic. Among the changes of the mean time estimated above, that from unequal terraces is the largest, 27 per cent for the assumed spread. The effect of encounters with emitted adatoms on the mean time has not been estimated. The uncertainty of the hop barrier matters more: 0.1 eV more, at the same attempt rate, makes every exit time 3.2 times longer, about 230 μs on average, and raises M to 0.06. Cooling by 10 K lengthens the times by 14 per cent. The value of 71 μs therefore illustrates the assumed parameters and is not a prediction for a real wafer, although L²/(12D) is accurate within the model. If both steps had the same resistance length ℓ, the time would be longer by the factor 1 + 6ℓ/L: about 1.15 for E_s = 0.1 eV and about 3.1 for 0.3 eV. The ranking of effects above therefore holds only for the small one-sided barrier assumed; the attachment barrier of the real steps is not determined here and could dominate the exit time.

Table of computed values

```
temperature: 1000 K
terrace width L: 30 nm
hop barrier: 1.1 eV
attempt rate: 1e+13 1/s
hop length: 0.384 nm
row spacing b: 0.3326 nm
step height: 0.3135 nm
miscut angle: 0.599 degree
thermal energy kT: 0.08617 eV
total hop rate: 2.859e+07 1/s
diffusion coefficient D: 1.054e+06 nm^2/s
diffusion coefficient D: 1.054e-08 cm^2/s
exit time from 5 nm: 59.3 us
exit time from middle: 106.7 us
mean exit time L^2/(12D): 71.16 us
surviving fraction at mean time: 0.3562
slowest decay time: 86.52 us
random walk: rows per terrace: 20
random walk: number of walkers: 40000
random walk: mean time D/L^2: 0.08336
random walk: standard error: 0.00049
lattice formula for that walk: 0.08313
continuum value 1/12: 0.08333
flux: 0.05 bilayer/s
flux F: 0.7831 1/(nm^2 s)
mean adatom density: 5.57e-05 1/nm^2
mean adatom coverage: 3.56e-06 bilayer
current into each step: 11.75 1/(nm s)
assumed relative width spread: 0.3
width-spread factor on mean time: 1.27
assumed extra step barrier: 0.1 eV
step-barrier length l: 0.729 nm
step-barrier factor on mean time: 1.071
assumed capture number: 2
expected encounters per adatom: 0.02
assumed desorption energy: 3 eV
desorption time: 1.3e+02 s
desorbed fraction: 5.4e-07
step advance in mean time / L: 3.6e-06
rows across terrace L/b: 90.2
lattice correction (b/L)^2: 0.00012
time factor for barrier +0.1 eV: 3.19
encounters for barrier +0.1 eV: 0.064
time factor for 10 K cooler: 1.14
```
